# Valence Virtual Orbitals from Singular Value Decomposition and Their Basis-Set Stability, part 1

(Sections cited here and not found follow in the second part.)

## First half: the construction and the number of orbitals

Q: I have a closed-shell Hartree–Fock determinant and want a few empty orbitals for an active space. The Fock operator has already sorted the virtual orbitals by energy. Why not take the lowest ones?

A: Because their order answers a different question. Hold the occupied orbitals fixed and enlarge the basis. The virtual orbitals diagonalise the Fock operator $F$ in a larger space, and by the min-max principle each ordered eigenvalue can then only fall or stay where it is. Consider what a very diffuse function offers. A normalised s-type Gaussian $e^{-\alpha r^2}$ has kinetic energy $3\alpha/2$ in Hartree atomic units, which vanishes as $\alpha\to0$. Far from a neutral molecule the potential vanishes too. So a sufficiently diffuse function has an energy near zero, and it undercuts any compact empty orbital whose energy is clearly positive. The lowest virtuals then describe a nearly free electron, whereas you want the empty partners of the valence shell.

Q: "Empty partner of the valence shell" is a phrase, not a definition. Can you make it one without using the energy?

A: Use the free atoms. For each atom choose the orbitals of its core and valence shells, with complete shells. Put them at the nuclear positions of the molecule and call them $A_1,\dots,A_M$. Their span is the space $\mathcal A$. The working basis spans a space $W$, which the Hartree–Fock calculation divides into two orthogonal parts:

$$W=O\oplus V,\qquad \dim O=N .$$

Here $O$ holds the $N$ doubly occupied orbitals $|o\rangle$, core included, and $V$ the virtual orbitals $|v\rangle$. All orbitals are real, and $M>N$. I look for the directions in $V$ that are most nearly contained in $\mathcal A$.

Q: Then I form the overlaps $\langle v|A_j\rangle$ and decompose that matrix?

A: First orthonormalise the atomic orbitals, since those on different atoms overlap. With $(S_A)_{ij}=\langle A_i|A_j\rangle$, assumed non-singular, define

$$|a_j\rangle=\sum_i |A_i\rangle\,(S_A^{-1/2})_{ij}.$$

Then $\langle a_i|a_j\rangle=(S_A^{-1/2}S_AS_A^{-1/2})_{ij}=\delta_{ij}$, and the span is still $\mathcal A$.

Q: That looks like cosmetics. The span is the same, so why should the decomposition care?

A: Take two identical atoms with one orbital each and overlap $s=\langle A_1|A_2\rangle$. Let the bonding combination be occupied. The virtual orbital is the antibonding one,

$$|v\rangle=\frac{|A_1\rangle-|A_2\rangle}{\sqrt{2-2s}},$$

where the denominator follows from $\langle A_1-A_2|A_1-A_2\rangle=2-2s$. It lies wholly in $\mathcal A$, so a sound measure should return 1. The raw overlaps are

$$\langle v|A_1\rangle=\frac{1-s}{\sqrt{2(1-s)}}=\sqrt{\frac{1-s}{2}},\qquad \langle v|A_2\rangle=\frac{s-1}{\sqrt{2(1-s)}}=-\sqrt{\frac{1-s}{2}} .$$

A matrix with one row has one singular value, the length of that row:

$$\sigma_{\rm raw}=\sqrt{\frac{1-s}{2}+\frac{1-s}{2}}=\sqrt{1-s}.$$

Two one-dimensional Gaussians 1.5 bohr apart, with $s=0.5698$, give 0.6559 from the raw overlaps and 1.0000 after orthonormalisation. With raw orbitals the scale depends on the bond length, so no fixed threshold has a geometric meaning.

Q: There are other ways to orthonormalise. Does the answer depend on choosing $S_A^{-1/2}$?

A: No. Any other orthonormal basis of $\mathcal A$ is related to mine by an orthogonal matrix $Q$. Write the overlap matrix and its decomposition as

$$(T_v)_{vj}=\langle v|a_j\rangle,\qquad T_v=U\Sigma R^{T}.$$

In the other basis the matrix is $T_vQ=U\Sigma(Q^TR)^T$. The matrix $Q^TR$ is orthogonal, so this is again a singular value decomposition, with the same $\Sigma$ and the same left vectors $U$.

Q: And what do the left vectors and singular values mean?

A: The orbitals built from the left vectors are

$$|u_k\rangle=\sum_v|v\rangle U_{vk}.$$

Let $P_{\mathcal A}=\sum_j|a_j\rangle\langle a_j|$ be the projector onto $\mathcal A$. Its matrix in the virtual space is

$$\langle v|P_{\mathcal A}|v'\rangle=\sum_j\langle v|a_j\rangle\langle a_j|v'\rangle=(T_vT_v^T)_{vv'},$$

and $T_vT_v^T=U\Sigma\Sigma^TU^T$. So $u_k$ is an eigenvector of this matrix with eigenvalue $\sigma_k^2$, and

$$\sigma_k^2=\langle u_k|P_{\mathcal A}|u_k\rangle=\|P_{\mathcal A}u_k\|^2 .$$

This is the fraction of the virtual orbital $u_k$ that lies in the free-atom space. I number the singular values from the largest down. If $V$ has fewer than $M$ dimensions, the missing ones count as zero.

Q: I can see a list of numbers between 0 and 1. I can't see why the list should break into two groups. You might get 0.9, 0.7, 0.5, 0.3, and then the number of valence virtuals is a matter of taste.

A: The occupied orbitals prevent that, provided they are themselves close to $\mathcal A$. Define also $(T_o)_{oj}=\langle o|a_j\rangle$, an $N\times M$ matrix. Since $O$ and $V$ are orthogonal and together make up $W$, the projectors obey $P_W=P_O+P_V$. Take matrix elements between the $a_j$:

$$\langle a_i|P_O|a_j\rangle=(T_o^TT_o)_{ij},\qquad \langle a_i|P_V|a_j\rangle=(T_v^TT_v)_{ij}.$$

Their sum is $\langle a_i|P_W|a_j\rangle=\delta_{ij}-\langle a_i|(1-P_W)|a_j\rangle$. Hence

$$T_v^TT_v=1-T_o^TT_o-D,\qquad D_{ij}=\langle a_i|(1-P_W)|a_j\rangle .$$

The matrix $D$ records what the working basis fails to represent. For a vector $q$ of unit length let $|a_q\rangle=\sum_jq_j|a_j\rangle$. Then

$$q^TDq=\langle a_q|(1-P_W)|a_q\rangle=\|(1-P_W)a_q\|^2\ge0,$$

because $1-P_W$ is a projector. Call the largest eigenvalue of $D$ the coverage loss $\delta$. It is the largest weight that any normalised function of $\mathcal A$ has outside $W$.

Q: Start with the ideal case. Suppose the working basis contains $\mathcal A$.

A: Then $D=0$ and $T_v^TT_v=1-T_o^TT_o$. The two matrices share eigenvectors. The $N\times M$ matrix $T_o$ has $N$ singular values, $\cos\theta_1,\dots,\cos\theta_N$, where the $\theta_i$ are the principal angles between $O$ and $\mathcal A$. Let the smallest of these cosines be $c$, and assume $c>0$. Then $T_o$ has rank $N$, and its null space has dimension $M-N$. The eigenvalues of $T_v^TT_v$, which are the squares of the singular values of $T_v$, are therefore

$$\sigma^2=\underbrace{1,\dots,1}_{M-N},\ \sin^2\theta_1,\dots,\sin^2\theta_N .$$

There are $M-N$ singular values equal to one, and the rest are sines of the angles between the occupied space and the free-atom space. I write

$$K=M-N$$

and define the valence virtual orbitals, VVOs for short, as the $u_k$ with the $K$ largest singular values. The total number of virtual orbitals has dropped out.

Q: Which functions are they in this ideal case?

A: Take $q$ in the null space of $T_o$. The function $a_q$ is orthogonal to all occupied orbitals, so $P_Oa_q=0$. Since $a_q$ lies in $W$, it follows that $a_q=P_Wa_q=P_Va_q$, and $a_q$ is itself a virtual orbital. The left vector that belongs to $q$ is $T_vq/\sigma$ with $\sigma=1$, which represents

$$\sum_v|v\rangle\langle v|a_q\rangle=P_Va_q=a_q .$$

So the VVO space is

$$X=\mathcal A\cap O^\perp ,$$

the part of the free-atom space orthogonal to the occupied orbitals. For the two-atom model $M=2$ and $N=1$, and the single VVO is the antibonding orbital.

Q: Real basis sets don't contain my free-atom orbitals exactly. Does the gap survive?

A: It does while the loss is small enough. Order the eigenvalues of $G=T_v^TT_v$ downwards. The min-max principle gives two statements:

$$\sigma_K^2=\max_{\dim S=K}\ \min_{q\in S}q^TGq,\qquad \sigma_{K+1}^2=\min_{\dim S=M-K}\ \max_{q\in S}q^TGq ,$$

with $q$ of unit length. Any particular subspace $S$ gives a lower bound in the first and an upper bound in the second.

For the first, choose the null space of $T_o$, which has dimension $K$. There $q^TGq=1-q^TDq\ge1-\delta$, so

$$\sigma_K^2\ge1-\delta .$$

For the second I need a subspace of dimension $M-K=N$. Choose the orthogonal complement of that null space. It is spanned by the right singular vectors of $T_o$ that belong to its $N$ non-zero singular values, so $\|T_oq\|^2\ge c^2$ on it. Since also $q^TDq\ge0$,

$$q^TGq=1-\|T_oq\|^2-q^TDq\le1-c^2,\qquad\text{hence}\qquad \sigma_{K+1}^2\le1-c^2 .$$

The two groups are separated whenever $1-\delta>1-c^2$, that is, whenever

$$\delta<c^2 .$$

Q: So a cut at $\sigma^2=1/2$ would count them correctly?

A: Yes, if $\delta<1/2$ and $c^2>1/2$, because one group then lies above the cut and the other below it.

Q: I'm not satisfied about the word "number". You chose $M$, and the molecule gave you $N$. The decomposition has discovered nothing.

A: That is right, and the claim of stability has to be read accordingly. $K$ is fixed by the choice of minimal basis. For beryllium, with two occupied orbitals, the set 1s, 2s gives $K=2-2=0$ and no VVOs at all; adding the 2p shell gives $K=5-2=3$. What the decomposition adds is a check that the working basis really contains $K$ virtual directions of free-atom character, with the others set apart by a gap. It also delivers those directions.

Q: When does the check fail?

A: There are two ways. The first is a large $\delta$: the working basis is too poor to represent the free-atom orbitals, and $\sigma_K$ may fall. The second is a small $c$: some occupied orbital is nearly orthogonal to $\mathcal A$. An occupied orbital far more diffuse than every function of $\mathcal A$ would be of this kind. In the limit $c=0$ with one such orbital, $T_o$ has rank $N-1$, and its null space has dimension $K+1$. If $\mathcal A$ lies in $W$, there are then $K+1$ singular values equal to one, and $M-N$ is no longer the right count. The remedy is to add to the minimal basis a function that describes the occupied orbital in question.

Q: And if I embed a fragment, with the orbitals of its surroundings frozen and removed from the variational space?

A: The algebra holds with $W$ redefined as the space that remains, $O$ and $V$ of the fragment together. The removed orbitals then count as "outside $W$". If they overlap the fragment's free-atom orbitals, that overlap enters $D$: each removed orbital $w$ adds the matrix $\langle a_i|w\rangle\langle w|a_j\rangle$, which has no negative eigenvalue, so $\delta$ can only rise or stay where it is. Across a cut covalent bond this need not be small, and $\delta$ should be computed before the count is trusted.

## Second half: the shape of the orbitals, and a beryllium atom

The working space is $W=O\oplus V$, with $N$ occupied orbitals in $O$. The free-atom space $\mathcal A$ has the orthonormal basis $a_1,\dots,a_M$. The overlap matrices are $T_o=\langle o|a\rangle$ and $T_v=\langle v|a\rangle$; $c>0$ is the smallest singular value of $T_o$; and $\delta$ is the largest eigenvalue of $D=\langle a|(1-P_W)|a\rangle$. The VVO space $U$ is spanned by the $K=M-N$ leading left singular vectors of $T_v$. The first half showed that $\sigma_K^2\ge1-\delta$ and $\sigma_{K+1}^2\le1-c^2$, and that $U=X=\mathcal A\cap O^\perp$ if $\mathcal A$ lies in $W$. I assume $\delta<c^2$, so that $U$ is well defined.

Q: A stable number is a weak statement. Two basis sets could each give three orbitals, and quite different ones. How do you compare shapes?

A: Compare the spaces, through their projectors. For two spaces of equal dimension $K$ let

$$d(U_1,U_2)=\|P_1-P_2\| ,$$

the largest absolute eigenvalue of the difference. It is zero for identical spaces and one if some function of one space is orthogonal to the whole of the other.

Q: How is that related to an angle?

A: Since $P^2=P$ for each projector,

$$(P_1-P_2)^2=P_1+P_2-P_1P_2-P_2P_1 .$$

Multiplying by $P_1$ from the left or from the right gives $P_1-P_1P_2P_1$ both times, so this operator doesn't mix $U_1$ with its complement. For a unit vector $x$ in $U_1$ its expectation value is $1-\|P_2x\|^2=\|(1-P_2)x\|^2$. For $y$ orthogonal to $U_1$ it is $\|P_2y\|^2$, whose maximum equals the maximum of $\|(1-P_1)z\|^2$ over unit $z$ in $U_2$. Both maxima are $1-\mu^2$, where $\mu$ is the smallest singular value of the square matrix of overlaps between the two spaces, because a square matrix and its transpose have the same singular values. So $d=\sqrt{1-\mu^2}$, the sine of the largest angle. It is enough to bound $\|(1-P_2)x\|$ for all unit $x$ in one of the spaces.

Q: Then first tell me how far an incomplete basis moves $U$ away from the ideal $X$.

A: Take a unit vector $x=a_q$ in $X$. It is orthogonal to $O$, so $P_Wx=P_Vx$. Call this part $y$, and the remainder $r$:

$$x=y+r,\qquad y=P_Vx,\qquad r=(1-P_W)x,\qquad \|r\|^2=q^TDq\le\delta .$$

The VVOs are eigenvectors of $H=P_VP_{\mathcal A}P_V$ in $V$, so I apply $H$ to $y$. The projection of $r$ onto $\mathcal A$ is

$$P_{\mathcal A}r=\sum_i|a_i\rangle\langle a_i|(1-P_W)|a_q\rangle=\sum_i|a_i\rangle(Dq)_i ,$$

and its length is $\|Dq\|\le\delta$. With $P_{\mathcal A}x=x$ this gives

$$Hy=P_VP_{\mathcal A}(x-r)=P_Vx-P_VP_{\mathcal A}r=y-P_VP_{\mathcal A}r .$$

Therefore $(1-H)y=P_VP_{\mathcal A}r$, with length at most $\delta$: the vector $y$ is nearly an eigenvector of $H$ with eigenvalue 1.

We now have the number of valence virtual orbitals, $K=M-N$, set apart by a gap when $\delta<c^2$, and we know that the projection $y$ of any unit vector of the ideal space $X$ onto $V$ is nearly an eigenvector of $H$ with eigenvalue 1. It remains to turn this into a bound on the distance between $U$ and $X$, to compare the orbitals from different working bases, and to test the result on a beryllium atom.
